# Matsubara Sum for L0 and the Isothermal-Kubo Difference

A finite-temperature Bethe-Salpeter calculation begins with a table of independent-pair propagators, and for some entries the two orbital energies coincide. At zero frequency such an entry reads $0/0$, and one must decide whether to store $df/d\varepsilon$ or zero. The first choice gives the response of a system that stays in equilibrium with a bath while the field is applied. The second gives the zero-frequency limit of the response of an isolated system, which for a discrete spectrum is the limit that belongs with an absorption spectrum. In a metal, or in a molecule with a partly filled degenerate shell, the two can differ substantially.

Take independent fermions in orbitals of energy $\varepsilon_i$, with a discrete spectrum, inverse temperature $\beta$ and chemical potential $\mu$. Hartree atomic units are used, and $k_B=1$. Write $\xi_i=\varepsilon_i-\mu$ and $f_i=1/(e^{\beta\xi_i}+1)$. The imaginary-time Green function is

$$G(1,2)=-\langle T\,\psi(1)\psi^\dagger(2)\rangle .$$

At equal times, with the creation operator infinitesimally later, reordering the fermions changes the sign, so that $G_{ij}(\tau,\tau^+)=\langle c_j^\dagger c_i\rangle=\rho_{ij}$, the one-body density matrix.

Now add a source $\int\psi^\dagger(3)\varphi(3,4)\psi(4)$ to the Hamiltonian. The equation of motion gives $G^{-1}=G_0^{-1}-\varphi$. Varying $GG^{-1}=1$ gives $\delta G=-G\,\delta(G^{-1})\,G=G\,\delta\varphi\,G$, and therefore

$$L_0(1,4;1',3)\equiv\frac{\delta G(1,1')}{\delta\varphi(3,4)}=G(1,3)\,G(4,1') .$$

This four-point function has four time arguments. The response of the density matrix to an instantaneous source needs them in pairs: $1,1'$ at time $\tau$ and $3,4$ at time $\tau'$. Without interactions $G$ is diagonal in the orbitals, so

$$\delta\rho_{ij}(\tau)=\int_0^\beta d\tau'\,G_i(\tau-\tau')\,G_j(\tau'-\tau)\,\varphi_{ij}(\tau').$$

A source element $\varphi_{ij}$ thus drives the element $\rho_{ij}$ alone, and one function per pair suffices. For a source varying as $e^{-i\Omega\tau'}$, with bosonic $\Omega=2\pi m/\beta$, it is

$$L^0_{ij}(i\Omega)=\int_0^\beta d\tau\,e^{i\Omega\tau}G_i(\tau)G_j(-\tau).$$

Insert $G(\tau)=\beta^{-1}\sum_n e^{-i\omega_n\tau}G(i\omega_n)$ for both factors, with $\omega_n=(2n+1)\pi/\beta$. The time integral gives $\beta$ when the first frequency exceeds the second by $\Omega$, and zero otherwise. One of the two prefactors $1/\beta$ survives:

$$L^0_{ij}(i\Omega)=\frac1\beta\sum_n F(i\omega_n),\qquad F(z)=\frac{1}{(z+i\Omega-\xi_i)(z-\xi_j)} .$$

To evaluate the sum, consider $f(z)F(z)$ with $f(z)=1/(e^{\beta z}+1)$. Near $z=i\omega_n$ one has $e^{\beta z}+1\approx-\beta(z-i\omega_n)$, so $f$ has a simple pole of residue $-1/\beta$. On large circles passing between these poles $f$ is bounded, while $F$ falls as $1/z^2$. The circle integral vanishes in the limit, without a convergence factor, and all residues add to zero:

$$-\frac1\beta\sum_nF(i\omega_n)+\sum_{\text{poles of }F}\mathrm{Res}\,[fF]=0 .$$

If the two poles of $F$ are distinct, the one at $z=\xi_j$ contributes $f_j/(i\Omega+\xi_j-\xi_i)$. The one at $z=\xi_i-i\Omega$ contributes $f(\xi_i-i\Omega)/(\xi_i-i\Omega-\xi_j)$. Because $e^{-i\beta\Omega}=1$, its numerator is simply $f_i$, and its denominator is minus that of the first term. The chemical potential cancels in the difference, leaving

$$\boxed{L^0_{ij}(i\Omega)=\frac{f_j-f_i}{i\Omega+\varepsilon_j-\varepsilon_i}}$$

When $\varepsilon_i=\varepsilon_j$ there are two cases. For $\Omega\neq0$ the poles remain distinct, the residues cancel, and $L^0_{ij}=0$. For $\Omega=0$ they merge into a double pole, $F=1/(z-\xi_i)^2$, whose residue with $f$ is the derivative of $f$:

$$L^0_{ij}(0)=\frac{df}{d\varepsilon}\Big|_{\varepsilon_i}=-\beta f_i(1-f_i)\qquad(\varepsilon_i=\varepsilon_j).$$

The time integral shows the same thing without contours. For $0<\tau<\beta$, $G_i(\tau)=-(1-f_i)e^{-\xi_i\tau}$ and $G_j(-\tau)=f_je^{\xi_j\tau}$. At equal energies the product is the constant $-f_i(1-f_i)$. Its integral against $e^{i\Omega\tau}$ is $-\beta f_i(1-f_i)$ at $\Omega=0$ and zero at every other bosonic frequency.

At $\Omega=0$ the special value is also the limit of the general formula as the energies approach each other. A form free of cancellation follows from $f_i=\tfrac12(1-\tanh a_i)$, with $a_i=\beta\xi_i/2$. Since $\tanh a_i-\tanh a_j=\sinh(a_i-a_j)/(\cosh a_i\cosh a_j)$,

$$L^0_{ij}(0)=-\frac{\beta}{4}\,\frac{\sinh x}{x}\,\frac{1}{\cosh a_i\cosh a_j},\qquad x=a_j-a_i ,$$

with $\sinh x/x\to1$ at $x=0$. In floating-point arithmetic, use this form for $|x|<1$ and the boxed formula otherwise; switching at a much smaller $|x|$ would let the division by $\varepsilon_j-\varepsilon_i$ amplify the rounding error of $f_j-f_i$. For levels far from $\mu$, $\cosh a$ can overflow even at $x=0$, so compute $1/\cosh a$ as $2e^{-|a|}/(1+e^{-2|a|})$. Where they meet, the two forms agree to within absolute rounding error, so an isothermal calculation needs no sharp decision about which levels count as degenerate.

To turn $L_0$ into a susceptibility, let $H\to H-\lambda B$, where $B=\sum_{kl}B_{kl}c_k^\dagger c_l$, and observe $A=\sum_{ij}A_{ji}c_j^\dagger c_i$. The source is $\varphi=-\lambda B$, and $\langle A\rangle=\sum_{ij}A_{ji}\rho_{ij}$. Hence

$$X_{AB}(i\Omega)=-\sum_{ij}A_{ji}B_{ij}L^0_{ij}(i\Omega).$$

The minus sign comes from the field coupling and makes the static response positive or zero for $A=B$ Hermitian.

At $\Omega=0$ this is the derivative of an equilibrium average. With $K=H-\mu N$, the first-order change of the Boltzmann operator is

$$\frac{d}{d\lambda}e^{-\beta(K-\lambda B)}\Big|_0=\int_0^\beta d\tau\,e^{-(\beta-\tau)K}Be^{-\tau K}.$$

Multiply by $A$, take the trace, use its cyclic property, and rename $\beta-\tau$ as $\tau$. Together with the change of the normalization this gives, at fixed $T$ and $\mu$,

$$X^T_{AB}=\frac{d\langle A\rangle}{d\lambda}=\int_0^\beta d\tau\,\big[\langle A(\tau)B\rangle-\langle A\rangle\langle B\rangle\big].$$

For independent fermions Wick's theorem reduces the bracket to $\sum_{ij}A_{ji}B_{ij}\langle c_j^\dagger(\tau)c_j\rangle\langle c_i(\tau)c_i^\dagger\rangle$. The two averages are $G_j(-\tau)$ and $-G_i(\tau)$, so the integral is $X_{AB}(0)$ with $df/d\varepsilon$ included.

The isolated system obeys a different equation. Start it in equilibrium in the distant past and let the field grow as $\lambda e^{\eta t}$, with $\eta>0$. The density matrix follows $i\dot\rho=[h-\lambda e^{\eta t}B,\rho]$, where $h$ is the one-body Hamiltonian. To first order in $\lambda$, using $[B,\rho_0]_{ij}=B_{ij}(f_j-f_i)$,

$$i\,\delta\dot\rho_{ij}=(\varepsilon_i-\varepsilon_j)\,\delta\rho_{ij}-\lambda e^{\eta t}B_{ij}(f_j-f_i).$$

The solution that vanishes in the past is proportional to $e^{\eta t}$, so the time derivative becomes a factor $\eta$:

$$\delta\rho_{ij}(t)=-\lambda e^{\eta t}B_{ij}\,\frac{f_j-f_i}{i\eta+\varepsilon_j-\varepsilon_i}.$$

This is the boxed formula with the continuous variable $\eta$ in place of $\Omega$. For a degenerate pair the numerator vanishes and the denominator does not, so the response is zero for each $\eta>0$ and stays zero as $\eta\to0$. The Kubo susceptibility is thus

$$X^{K}_{AB}=-\sum_{\varepsilon_i\ne\varepsilon_j}A_{ji}B_{ij}\frac{f_j-f_i}{\varepsilon_j-\varepsilon_i},$$

and subtraction gives

$$\boxed{X^T_{AB}-X^K_{AB}=\sum_{\varepsilon_i=\varepsilon_j}A_{ji}B_{ij}\left(-\frac{df}{d\varepsilon}\right)_i}$$

The Matsubara function has an extra contribution at the single point $\Omega=0$, and continuation from $\Omega>0$ does not carry it over. Here the linear response is taken at fixed $\eta$, and then $\eta$ goes to zero.

The sum includes $i=j$, so even a spectrum without degeneracies can show a difference. In such a spectrum it vanishes if all diagonal elements of $A$ or of $B$ are zero, as for the dipole of a molecule with inversion symmetry. Physically, a diagonal element shifts a level by $-\lambda B_{ii}$. A bath changes its occupation by $-\lambda B_{ii}\,df/d\varepsilon$, whereas the isolated system has no first-order process that changes it. Within a degenerate block the initial density matrix is a multiple of the identity, which a rotation inside the block leaves unchanged. A bath instead repopulates the levels that the field has split. The block contribution is a trace of the product of two submatrices, so it does not depend on the choice of orbitals inside the block.

The same split exists in the many-body spectrum. Let $A_0$ and $B_0$ keep only matrix elements between states of equal $K$. In the spectral form of $\langle A(\tau)B\rangle$ these elements carry no $\tau$ dependence, so the integral gives them a factor $\beta$. The other elements give the Kubo part. Hence

$$X^T_{AB}-X^K_{AB}=\beta\big(\langle A_0B_0\rangle-\langle A\rangle\langle B\rangle\big).$$

This holds for any discrete many-body spectrum, interacting or not, provided $A$ and $B$ conserve the particle number, so that the states they connect differ by the same amount in $K$ as in the energy that drives the isolated motion. For independent particles $c_j^\dagger c_i$ changes the energy by $\varepsilon_j-\varepsilon_i$, so $A_0$ contains the terms with $\varepsilon_i=\varepsilon_j$. Wick's theorem supplies $f_j(1-f_i)$, and the previous result returns. For $A=B$ Hermitian the right side is the variance of $B_0$ times $\beta$, so $X^T\ge X^K$. The particle number is an extreme case: $A=B=N$ is conserved and has $X^K=0$, while $X^T=\sum_i(-df/d\varepsilon)_i=dN/d\mu$.

Temperature decides how much this matters. If $\mu$ lies in a gap, $\beta f_i(1-f_i)$ vanishes exponentially as $T\to0$. If a degenerate level keeps a fixed fractional filling, the same factor grows as $1/T$, a Curie law. For a field that splits the shell without moving its average energy, the growth comes from repopulation among its levels. For a field that shifts the shell as a whole at fixed $\mu$, it comes from particles exchanged with the bath.

The word isothermal also needs a statement about particles. So far $\mu$ was fixed. If instead the mean number is fixed, $\mu$ must move with $\lambda$. Write $w_i=(-df/d\varepsilon)_i$. At fixed $\mu$ the field changes $N$ at the rate $\sum_iB_{ii}w_i$, and $dN/d\mu=\sum_iw_i$, so $d\mu/d\lambda=-\sum_iB_{ii}w_i/\sum_iw_i$. Since $\partial\langle A\rangle/\partial\mu=\sum_iA_{ii}w_i$,

$$X^{T,N}_{AB}=X^T_{AB}-\frac{\big(\sum_iA_{ii}w_i\big)\big(\sum_iB_{ii}w_i\big)}{\sum_iw_i}.$$

A uniform shift of all levels now has no effect, as it should. This fixes the average number in a grand-canonical ensemble; a canonical ensemble of a few particles is a different calculation.

A model with four orbitals shows the sizes. The levels are $-0.02$, $0$, $0$ and $0.03$ hartree, with $\mu=0.005$ and $1/\beta=0.01$ hartree. The dimensionless matrix $B$ is real and symmetric, with diagonal $(0.2,0.5,-0.3,0.1)$ and off-diagonal elements $B_{12}=0.6$, $B_{13}=0.3$, $B_{14}=0.2$, $B_{23}=0.4$, $B_{24}=0.5$, $B_{34}=0.4$. The occupations are $0.92414$, $0.62246$, $0.62246$ and $0.07586$. The weights $w_i$ are $7.0104$, $23.5004$, $23.5004$ and $7.0104$ per hartree. The outer two agree because $\mu$ lies midway between those levels and $f(1-f)$ is even about $\mu$. All susceptibilities below are in inverse hartree.

For $i=4$, $j=1$ the static entry is $(0.92414-0.07586)/(-0.02-0.03)=-16.966$. At the first bosonic frequency, $0.06283$ hartree, it becomes $-6.578-8.266i$. For the degenerate pair the static entry is $-23.500$, and at the first bosonic frequency it is zero. Direct sums over 400,000 fermionic frequencies agree within twice the estimated truncation error, which is about $2.5\times10^{-5}$ per hartree.

The Kubo sum collects each unequal pair twice, as $ij$ and $ji$:

$$\begin{aligned}
X^K={}&2(0.6^2+0.3^2)\frac{0.30168}{0.02}+2(0.2^2)\frac{0.84828}{0.05}\\
&+2(0.5^2+0.4^2)\frac{0.54660}{0.03}\\
={}&13.576+1.357+14.940=29.873 .
\end{aligned}$$

The excluded part has a block contribution $23.5004\,(0.5^2+0.3^2+2\times0.4^2)=15.51$. The diagonal terms of orbitals 1 and 4 add $0.28$ and $0.07$. The difference is $15.86$ and the isothermal value is $45.73$, so storing zeros in an isothermal calculation would lose about 35% of the result. At fixed mean number, $\sum_iB_{ii}w_i=6.803$ and the correction is $6.803^2/61.02=0.758$, which leaves $45.734-0.758=44.976$.

These values were tested by routes that do not use $L_0$. In the full space of 16 occupation states, differentiating the equilibrium average numerically gives $45.7342$, in agreement with the formula, and projecting $B$ on equal many-body energies gives the difference $15.8608$. Random complex Hermitian $A$ and $B$ pass the same tests, which checks the index order of $A$ relative to $B$. The order in $L^0_{ij}$, which is symmetric at $\Omega=0$, is checked by integrating $\langle A(\tau)B\rangle$ numerically at the first two nonzero bosonic frequencies. A numerical search for $\mu$ confirms the fixed-number value. For the isolated system, propagating the density matrix with $\eta=2\times10^{-4}$ hartree gives $29.8714$, against the limit $29.8734$. The deficit is the finite switching rate: by the pair law derived next, a transition of energy $\Delta$ loses a fraction of about $\eta^2/\Delta^2$, which is $10^{-4}$ for the $0.02$ hartree transitions.

A degeneracy may be slightly broken, so consider a pair split by $\delta$, with $\varepsilon_3-\varepsilon_2=\delta>0$ and $A=B$. Its two off-diagonal terms at switching rate $\eta$ are

$$\begin{aligned}
X_{23}(i\eta)&=|B_{23}|^2(f_2-f_3)\left[\frac1{i\eta+\delta}-\frac1{i\eta-\delta}\right]\\
&=\frac{2|B_{23}|^2(f_2-f_3)}{\delta}\;\frac{\delta^2}{\delta^2+\eta^2}.
\end{aligned}$$

The second line follows because the bracket has numerator $-2\delta$ over the common denominator $-(\eta^2+\delta^2)$. For $\eta\ll\delta$ the pair responds fully, and its static value tends to $2|B_{23}|^2(-df/d\varepsilon)$ as $\delta\to0$. For $\eta\gg\delta$ it does not respond. The limits $\delta\to0$ and $\eta\to0$ therefore do not commute. With $\delta=0.001$ hartree, the two levels placed at $\mp\delta/2$, and only $B_{23}$ kept, the static value is $7.519$. Propagation gives $0.074$, $3.759$ and $7.444$ for $\eta=10^{-2}$, $10^{-3}$ and $10^{-4}$ hartree, in agreement with the law.

With the full $B$, this small splitting changes the isothermal value only from $45.73$ to $45.58$, but raises the Kubo value from $29.87$ to $37.29$. The off-diagonal pair terms have moved into the Kubo response. A difference of $8.29$ remains: it is the diagonal part $\sum_iB_{ii}^2w_i$, evaluated at the shifted levels, which this splitting does not transfer to the Kubo sum. The amount transferred depends on which orbitals the splitting selects, here orbitals 2 and 3 themselves. If it selected the combinations that diagonalize $B$ within the block, $B$ would not couple the two split levels and their pair terms would add nothing to the Kubo sum. A Kubo calculation must therefore ask whether a small splitting is physical or merely numerical noise in a symmetry-related pair. If it is noise, the pair must be excluded from the static sum. If it is physical, then for $A=B$ the static pair term is multiplied by $\delta^2/(\delta^2+\eta^2)$, which is close to one only when the splitting is large compared with the switching rate $\eta$.

An extended metal shows the same competition with momentum in place of $\delta$. For one band and a density perturbation of wave vector $q$, take the Bloch overlap to be one as $q\to0$. Each term is then $(f_k-f_{k+q})/(\varepsilon_{k+q}-\varepsilon_k-\omega)$. Setting $\omega=0$ first and then letting $q\to0$ gives $-df/d\varepsilon$. Letting $q\to0$ first at fixed $\omega\ne0$ gives zero. The sum over $k$ vanishes only as $q^2$; for free electrons of density $n$ it tends to $-nq^2/\omega^2$. In the dielectric function it is multiplied by $4\pi/q^2$ and leaves the finite Drude term $-4\pi n/\omega^2$, which a table with zeros at $q=0$ does not contain and which the optical spectrum of a metal must include separately. A static calculation at small finite $q$ thus contains the intraband term that a calculation at $q=0$ omits if it stores zero for the degenerate entries.

Interactions dress the difference. Suppose the kernel $\mathcal K$ is static, is the derivative of a mean-field potential with respect to $\rho$, and the levels come from that same mean field. Then $\delta\rho=L_0(\delta\varphi+\mathcal K\delta\rho)$, or $L=(1-L_0\mathcal K)^{-1}L_0$. Let $L_0^T$ and $L_0^K$ be the static tables with and without the degenerate terms, and $D=L_0^T-L_0^K$. Because $(1-L_0^K\mathcal K)^{-1}L_0^K=L_0^K(1-\mathcal KL_0^K)^{-1}$,

$$\begin{aligned}
L^T-L^K&=(1-L_0^T\mathcal K)^{-1}\big[L_0^T(1-\mathcal KL_0^K)-(1-L_0^T\mathcal K)L_0^K\big](1-\mathcal KL_0^K)^{-1}\\
&=(1-L_0^T\mathcal K)^{-1}\,D\,(1-\mathcal KL_0^K)^{-1},
\end{aligned}$$

provided both inverses exist. The bare sum of $-df/d\varepsilon$ is then the source of the difference but no longer its value. The choice made in the table of $L_0$ passes through the whole Bethe-Salpeter solution, so in general a wrong choice cannot be repaired by adding the bare $D$ afterwards. A frequency-dependent kernel lies outside this last argument, which assumed one static $\mathcal K$ in both cases; if the kernel depends separately on the two times within a pair, the pair times can no longer even be contracted at the start. The numerical output below lists the values for the four-orbital model without a kernel.

## Computed results

```
INPUTS
levels (hartree): [-0.02  0.    0.    0.03]
mu = 0.005 hartree, 1/beta = 0.010 hartree
matrix B (dimensionless):
   [0.2 0.6 0.3 0.2]
   [0.6 0.5 0.4 0.5]
   [ 0.3  0.4 -0.3  0.4]
   [0.2 0.5 0.4 0.1]
occupations f_i: [0.92414 0.62246 0.62246 0.07586]
-df/de (1/hartree): [ 7.0104 23.5004 23.5004  7.0104]
mean particle number = 2.24492
FREQUENCY SUMS, L0_ij in 1/hartree
frequencies summed = 400000, tail estimate = 2.5e-05 1/hartree
first bosonic frequency = 0.06283 hartree
i=4 j=1 m=0 sum: -16.9656 -0.0000i
            formula: -16.9657 +0.0000i
i=4 j=1 m=1 sum: -6.5780 -8.2662i
            formula: -6.5780 -8.2662i
i=2 j=3 m=0 sum: -23.5003 +0.0000i
            formula: -23.5004 +0.0000i
i=2 j=3 m=1 sum: 0.0000 +0.0000i
            formula: 0.0000 +0.0000i
SUSCEPTIBILITIES X_BB in 1/hartree
isothermal, fixed mu, formula = 45.7342
isothermal, fixed mu, finite difference = 45.7342
Kubo, formula = 29.8734
Kubo, propagated at eta = 2e-04 hartree: 29.8714
continued formula at the same eta = 29.8714
isothermal minus Kubo = 15.8608
same from Fock-space projection = 15.8608
  part from orbitals 2,3 = 15.5102
  part from orbital 1 = 0.2804
  part from orbital 4 = 0.0701
isothermal, fixed N, formula = 44.9757
isothermal, fixed N, finite difference = 44.9757
dN/dmu, finite difference = 61.0215; sum of -df/de = 61.0215
PAIR 2,3 OFF-DIAGONAL COUPLING ONLY, X in 1/hartree
degenerate: isothermal = 7.5201
degenerate: propagated magnitude = 0.0000
split by 0.001 hartree: static value = 7.5188
eta = 1e-02 hartree: propagated 0.0744, law 0.0744
eta = 1e-03 hartree: propagated 3.7594, law 3.7594
eta = 1e-04 hartree: propagated 7.4444, law 7.4444
FULL B WITH THE SPLIT PAIR, X in 1/hartree
isothermal = 45.5804, Kubo = 37.2898
isothermal minus Kubo = 8.2905
```
